# Surface Green's Function of a Half-Crystal from Cut Bulk Bonds: test program

```python
"""Surface Green's function of a half-crystal from the bulk one.

Result under test: with layer block H0, hopping V from layer n to n+1
(H[n,n+1] = V) and bulk blocks G_n(z), removing the bonds between layers
0 and 1 gives the surface block of the half-crystal n >= 1 as
    g_R = (1 + G_1 V)^(-1) G_0,
and, with an extra change D of the surface layer's own block,
    g_R = (1 + G_1 V - G_0 D)^(-1) G_0.
Bulk blocks are computed by a sum over k; surface blocks are checked by
direct inversion or diagonalization of long finite systems.
Energies are in eV, Green's functions and densities of states in 1/eV.
Densities of states are per spin.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def dag(a):
    return a.conj().T


def bulk_blocks(z, H0, V, shifts, nk=2000):
    """Blocks G_n(z) of the infinite crystal for each n in shifts."""
    k = 2 * np.pi * np.arange(nk) / nk
    phase = np.exp(1j * k)[:, None, None]
    Gk = np.linalg.inv(z * np.eye(len(H0)) - H0 - V * phase - dag(V) / phase)
    return [np.mean(phase**n * Gk, axis=0) for n in shifts]


def cut_surface(G0, G1, V, D=None):
    """Surface block after removal of the bonds, optional surface shift D."""
    bracket = np.eye(len(G0)) + G1 @ V
    if D is not None:
        bracket = bracket - G0 @ D
    return np.linalg.solve(bracket, G0)


def slab(H0, V, layers):
    """Hamiltonian of a finite stack of layers."""
    return (np.kron(np.eye(layers), H0) + np.kron(np.eye(layers, k=1), V)
            + np.kron(np.eye(layers, k=-1), dag(V)))


def close(a, b, tol):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


# ---- general matrix case: three orbitals, complex and singular hopping ----
rng = np.random.default_rng(7)


def random_matrix():
    return 0.4 * (rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)))


H0 = random_matrix()
H0 = H0 + dag(H0)
V = random_matrix()
V[2, :] = 0.0
D = random_matrix()
D = D + dag(D)
z = 0.4 + 0.4j
one = np.eye(3)
Gm1, G0, G1, G3 = bulk_blocks(z, H0, V, [-1, 0, 1, 3])
gR = cut_surface(G0, G1, V)
gL = cut_surface(G0, Gm1, dag(V))
H_slab = slab(H0, V, 200)
g_slab = np.linalg.inv(z * np.eye(600) - H_slab)
err_R = np.max(np.abs(gR - g_slab[:3, :3]))
err_L = np.max(np.abs(gL - g_slab[-3:, -3:]))
assert err_R < 1e-10 and err_L < 1e-10

# a deeper block, layers 3 and 2 of the half-crystal
g32 = G1 - G3 @ V @ np.linalg.solve(one + G1 @ V, Gm1)
err_deep = np.max(np.abs(g32 - g_slab[6:9, 3:6]))
assert err_deep < 1e-10

# full Dyson equation on the two cut layers: cross blocks must vanish
zero = np.zeros((3, 3))
G_pair = np.block([[G0, Gm1], [G1, G0]])
U_pair = np.block([[zero, -V], [-dag(V), zero]])
g_pair = np.linalg.solve(np.eye(6) - G_pair @ U_pair, G_pair)
cross = max(np.max(np.abs(g_pair[:3, 3:])), np.max(np.abs(g_pair[3:, :3])))
assert cross < 1e-10

# negative definite anti-Hermitian part guarantees that G_0 is invertible
assert np.max(np.linalg.eigvalsh((G0 - dag(G0)) / 2j)) < 0

# changed surface layer
H_shift = H_slab.copy()
H_shift[:3, :3] += D
g_shift = np.linalg.inv(z * np.eye(600) - H_shift)[:3, :3]
err_D = np.max(np.abs(cut_surface(G0, G1, V, D) - g_shift))
assert err_D < 1e-10

print("General case, 3 orbitals per layer, z = %.1f%+.1fi eV" % (z.real, z.imag))
print("  rank of V (of 3): %d" % np.linalg.matrix_rank(V))
print("  largest error, right surface: %.0e 1/eV" % err_R)
print("  largest error, left surface: %.0e 1/eV" % err_L)
print("  largest error, block (3,2): %.0e 1/eV" % err_deep)
print("  largest cross-block element: %.0e 1/eV" % cross)
print("  largest error with surface shift D: %.0e 1/eV" % err_D)

# ---- surface state created by the cut: alternating bonds ----
print("Alternating chain, E = 0 (mid-gap)")
for inner, cut in [(0.5, 1.0), (1.0, 0.5)]:
    cell = np.array([[0, inner], [inner, 0]], dtype=complex)
    link = np.array([[0, 0], [cut, 0]], dtype=complex)
    A0, A1 = bulk_blocks(0.0, cell, link, [0, 1])
    det = np.linalg.det(np.eye(2) + A1 @ link)
    lowest = np.min(np.abs(np.linalg.eigvalsh(slab(cell, link, 60))))
    if cut > inner:
        assert abs(det) < 1e-10 and lowest < 1e-10
    else:
        assert abs(det) > 0.5 and lowest > abs(cut - inner) - 1e-10
    print("  kept bond %.1f eV, cut bond %.1f eV: |det(1+G1 V)| = %.4f, "
          "lowest |E| of 60 cells = %.4f eV" % (inner, cut, abs(det), lowest))

# ---- simple chain ----
eps, v = 0.0, -1.0
site = np.array([[eps]], dtype=complex)
hop = np.array([[v]], dtype=complex)


def decay_factor(z):
    """Root of z - eps = v (lam + 1/lam) with |lam| < 1."""
    roots = np.roots([v, -(z - eps), v])
    return roots[np.argmin(np.abs(roots))]


def chain_bulk(z, n):
    lam = decay_factor(z)
    return lam**abs(n) / (v * (1 / lam - lam))


def layer_dos(E, n):
    """Density of states on site n of the half-chain."""
    lam = decay_factor(E + 1e-9j)
    return -(chain_bulk(E + 1e-9j, 0) * (1 - lam**(2 * n))).imag / np.pi


def real_energy_limit(func, E, eta=2e-3):
    """Limit of zero imaginary part, linear error in eta removed."""
    return 2 * func(E + 0.5j * eta) - func(E + 1j * eta)


z = 1.2 + 0.1j
numeric = [b[0, 0] for b in bulk_blocks(z, site, hop, [-2, 0, 1, 3])]
assert close(numeric, [chain_bulk(z, n) for n in (-2, 0, 1, 3)], 1e-10)
g_chain = cut_surface(*bulk_blocks(z, site, hop, [0, 1]), hop)[0, 0]
assert close(g_chain, decay_factor(z) / v, 1e-10)
assert close(g_chain, 1 / (z - eps - v**2 * g_chain), 1e-10)

E = 1.2
NK = 60000


def chain_set(z):
    B0, B1 = bulk_blocks(z, site, hop, [0, 1], NK)
    return np.array([B0[0, 0], B1[0, 0], cut_surface(B0, B1, hop)[0, 0]])


b0, b1, g = real_energy_limit(chain_set, E)
lam = decay_factor(E + 1e-9j)
assert close([b0, b1, g], [chain_bulk(E + 1e-9j, 0),
                           chain_bulk(E + 1e-9j, 1), lam / v], 3e-6)
sigma = v**2 * g
gamma = -2 * sigma.imag
k_E = np.arccos((E - eps) / (2 * v))
dk = 1e-5
slope = 2 * v * (np.cos(k_E + dk) - np.cos(k_E - dk)) / (2 * dk)
assert close(gamma, abs(slope), 1e-5)
assert close(1 / (E - eps - 2 * sigma), b0, 1e-5)
transmission = gamma**2 * abs(b0)**2
assert close(transmission, 1.0, 2e-5)


def show(name, value, unit):
    print("  %s = %.4f %+.4fi %s" % (name, value.real, value.imag, unit))


print("Simple chain: eps = %.1f eV, v = %.1f eV, E = %.1f eV" % (eps, v, E))
print("  k = %.4f rad per site" % k_E)
show("lambda", lam, "(no unit)")
show("G_0", b0, "1/eV")
show("G_1", b1, "1/eV")
show("1 + v G_1", 1 + v * b1, "(no unit)")
show("surface g", g, "1/eV")
show("self-energy v^2 g", sigma, "eV")
print("  Gamma = %.4f eV, |dE/dk| = %.4f eV" % (gamma, abs(slope)))
print("  transmission of the rejoined chain = %.4f" % transmission)

# outside the band no imaginary part is needed
E_out = 2.5
o0, o1 = bulk_blocks(E_out, site, hop, [0, 1])
g_out = cut_surface(o0, o1, hop)[0, 0]
assert close(g_out, decay_factor(E_out) / v, 1e-10)
print("Outside the band, E = %.1f eV" % E_out)
print("  lambda = %.4f, G_0 = %.4f 1/eV, G_1 = %.4f 1/eV, g = %.4f 1/eV"
      % (decay_factor(E_out).real, o0[0, 0].real, o1[0, 0].real, g_out.real))

# layer densities of states against eigenvectors of a long open chain
N = 1000
levels, states = eigh_tridiagonal(np.full(N, eps), np.full(N - 1, v))
print("States per spin below %.1f eV: formula, open chain of %d sites" % (E, N))
for n in (1, 2, 3):
    integral = quad(layer_dos, eps - 2 * abs(v), E, args=(n,), limit=200)[0]
    counted = np.sum(states[n - 1, levels <= E]**2)
    # one level of the finite chain carries a weight of at most 2/(N+1)
    assert close(integral, counted, 3 / N)
    print("  site %d: %.4f, %.4f" % (n, integral, counted))

print("Density of states in 1/eV: E (eV), bulk, site 1, site 2")
for energy in (0.0, 1.2, 1.9, 1.99):
    rho_bulk = -chain_bulk(energy + 1e-9j, 0).imag / np.pi
    k = np.arccos((energy - eps) / (2 * v))
    rho = [layer_dos(energy, n) for n in (1, 2)]
    assert close(rho, [2 * np.sin(n * k)**2 * rho_bulk for n in (1, 2)], 1e-6)
    print("  %.2f  %.4f  %.4f  %.4f" % (energy, rho_bulk, rho[0], rho[1]))

# ---- surface level shift: bound state above a threshold ----
print("Surface level shift D on the chain")
for shift in (0.8, 1.5):
    diagonal = np.full(N, eps)
    diagonal[0] += shift
    levels, states = eigh_tridiagonal(diagonal, np.full(N - 1, v))
    top, weight = levels[-1], states[0, -1]**2
    if shift > abs(v):
        E_bound = eps + shift + v**2 / shift
        w_bound = 1 - v**2 / shift**2
        assert close([top, weight], [E_bound, w_bound], 1e-9)
        s0, s1 = bulk_blocks(E_bound, site, hop, [0, 1])
        assert abs(1 + v * s1[0, 0] - shift * s0[0, 0]) < 1e-9
        print("  D = %.1f eV: bound state at %.4f eV, surface weight %.4f"
              % (shift, E_bound, w_bound))
    else:
        assert top < eps + 2 * abs(v)
        print("  D = %.1f eV: highest level %.4f eV, inside the band"
              % (shift, top))

# ---- size of effects left out of the ideal nearest-neighbour chain ----
small_shift, second = 0.2, 0.1
pair = np.array([[eps, v], [v, eps]], dtype=complex)


def pair_link(w):
    """Hopping between two-atom layers, second-neighbour hopping w."""
    return np.array([[w, 0], [v, w]], dtype=complex)


def pair_surface(z, w, nk=2000):
    link = pair_link(w)
    return cut_surface(*bulk_blocks(z, pair, link, [0, 1], nk), link)


z = 1.2 + 0.1j
assert close(pair_surface(z, 0.0)[0, 0], decay_factor(z) / v, 1e-10)
g_long = np.linalg.inv(z * np.eye(600) - slab(pair, pair_link(second), 300))
assert close(pair_surface(z, second), g_long[:2, :2], 1e-10)


def shifted_surface(z):
    B0, B1 = bulk_blocks(z, site, hop, [0, 1], NK)
    return cut_surface(B0, B1, hop, np.array([[small_shift]]))[0, 0]


rho_ideal = -g.imag / np.pi
rho_shift = -real_energy_limit(shifted_surface, E).imag / np.pi
rho_second = -real_energy_limit(
    lambda z: pair_surface(z, second, NK)[0, 0], E).imag / np.pi
assert close(rho_shift, -(1 / (v / lam - small_shift)).imag / np.pi, 1e-5)
print("Surface density of states at E = %.1f eV" % E)
print("  ideal cut: %.4f 1/eV" % rho_ideal)
print("  surface shift %.1f eV: %.4f 1/eV (%+.1f %%)"
      % (small_shift, rho_shift, 100 * (rho_shift / rho_ideal - 1)))
print("  second-neighbour hopping %.1f eV: %.4f 1/eV (%+.1f %%)"
      % (second, rho_second, 100 * (rho_second / rho_ideal - 1)))

print("verified")
```

Running it gives:

```
General case, 3 orbitals per layer, z = 0.4+0.4i eV
  rank of V (of 3): 2
  largest error, right surface: 2e-15 1/eV
  largest error, left surface: 2e-15 1/eV
  largest error, block (3,2): 1e-15 1/eV
  largest cross-block element: 2e-15 1/eV
  largest error with surface shift D: 1e-15 1/eV
Alternating chain, E = 0 (mid-gap)
  kept bond 0.5 eV, cut bond 1.0 eV: |det(1+G1 V)| = 0.0000, lowest |E| of 60 cells = 0.0000 eV
  kept bond 1.0 eV, cut bond 0.5 eV: |det(1+G1 V)| = 1.0000, lowest |E| of 60 cells = 0.5013 eV
Simple chain: eps = 0.0 eV, v = -1.0 eV, E = 1.2 eV
  k = 2.2143 rad per site
  lambda = -0.6000 +0.8000i (no unit)
  G_0 = 0.0000 -0.6250i 1/eV
  G_1 = 0.5000 +0.3750i 1/eV
  1 + v G_1 = 0.5000 -0.3750i (no unit)
  surface g = 0.6000 -0.8000i 1/eV
  self-energy v^2 g = 0.6000 -0.8000i eV
  Gamma = 1.6000 eV, |dE/dk| = 1.6000 eV
  transmission of the rejoined chain = 1.0000
Outside the band, E = 2.5 eV
  lambda = -0.5000, G_0 = 0.6667 1/eV, G_1 = -0.3333 1/eV, g = 0.5000 1/eV
States per spin below 1.2 eV: formula, open chain of 1000 sites
  site 1: 0.8576, 0.8576
  site 2: 0.6621, 0.6620
  site 3: 0.6699, 0.6699
Density of states in 1/eV: E (eV), bulk, site 1, site 2
  0.00  0.1592  0.3183  0.0000
  1.20  0.1989  0.2546  0.3667
  1.90  0.5097  0.0994  0.3588
  1.99  1.5935  0.0318  0.1259
Surface level shift D on the chain
  D = 0.8 eV: highest level 2.0000 eV, inside the band
  D = 1.5 eV: bound state at 2.1667 eV, surface weight 0.5556
Surface density of states at E = 1.2 eV
  ideal cut: 0.2546 1/eV
  surface shift 0.2 eV: 0.3183 1/eV (+25.0 %)
  second-neighbour hopping 0.1 eV: 0.2233 1/eV (-12.3 %)
verified
```
